# Second derivative of the non-interacting kinetic energy and the Lindhard function, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: following the potential

Let $T_s[n]$ be the kinetic energy of non-interacting electrons with density $n(\mathbf r)$, and let

$$K(\mathbf r,\mathbf r')=\frac{\delta^2T_s}{\delta n(\mathbf r)\,\delta n(\mathbf r')}$$

be its second functional derivative. In a uniform gas no point and no direction is special, so $K$ depends on $|\mathbf r-\mathbf r'|$ alone and its Fourier transform is a function $K(q)$ of the wave number $q$. The second-order energy $\frac12\iint K\,\delta n\,\delta n'$ is an energy, so $K(\mathbf r,\mathbf r')$ is an energy and $K(q)$ is an energy times a volume. The quantities available to build it are $\hbar^2/m$, which is an energy times an area, the density $n_0$ and $q$. The density may be replaced by the Fermi wave number $k_F=(3\pi^2n_0)^{1/3}$, an inverse length. Therefore

$$K(q)=\frac{\hbar^2}{m k_F}\,g(\eta),\qquad \eta=\frac{q}{2k_F},$$

with a dimensionless function $g$ that symmetry and dimensions cannot supply. It will follow from a general relation: $K$ is minus the inverse of the static density response. The dimensions agree with this, because a response is a density change per potential change.

**The system and its functional.** Take an even number $N$ of electrons in a local potential $v(\mathbf r)$. The one-electron Hamiltonian is $h=-\hbar^2\nabla^2/2m+v$, with real orthonormal orbitals $\varphi_p$ and levels $\varepsilon_p$. The lowest $N/2$ orbitals, labelled $i,j$, hold two electrons each; the empty ones are labelled $a$. A gap separates the two groups, so the ground state is a single non-degenerate determinant $\Phi$, with

$$n(\mathbf r)=2\sum_i\varphi_i(\mathbf r)^2 .$$

Define $T_s[n]$ as the lowest kinetic energy of any determinant with density $n$, and $E[v]$ as the ground-state energy in $v$. A determinant with density $n$ and kinetic energy $T$ has total energy $T+\int vn\,d^3r$, which cannot lie below $E[v]$. The ground determinant reaches this bound, so

$$T_s[n]=E[v]-\int v\,n\,d^3r. \tag{1}$$

The potential belonging to $n$ is unique up to a constant. Suppose that $w$ also has a non-degenerate ground determinant with density $n$. Its kinetic energy is then also $T_s[n]$, so its energy in $v$ is $T_s[n]+\int vn\,d^3r=E[v]$. It is therefore a ground state in $v$, and by non-degeneracy it is $\Phi$. Subtracting the two eigenvalue equations for $\Phi$ leaves $\sum_{l=1}^{N}[v(\mathbf r_l)-w(\mathbf r_l)]\,\Phi=\text{constant}\times\Phi$. Assume, as for ordinary potentials in space, that $\Phi$ vanishes only on a set of zero volume. The sum is then constant, and moving one coordinate while the others are held shows that $v-w$ is constant.

**The first derivative.** Change the potential by a small $\delta v$. First-order perturbation theory gives $\delta E=\int n\,\delta v\,d^3r$. The variation of (1) is then

$$\delta T_s=\int n\,\delta v\,d^3r-\int n\,\delta v\,d^3r-\int v\,\delta n\,d^3r=-\int v\,\delta n\,d^3r. \tag{2}$$

The particle number is fixed, so $\int\delta n\,d^3r=0$, and a constant added to $v$ changes nothing in (2). Hence $\delta T_s/\delta n=-v+\text{constant}$. The constant may differ from one density to another, but it has no effect on any allowed density change.

**The response.** Write $w_{pi}=\int\varphi_p\,\delta v\,\varphi_i\,d^3r$. To first order an occupied orbital changes by

$$\delta\varphi_i=\sum_{p\ne i}\frac{w_{pi}}{\varepsilon_i-\varepsilon_p}\,\varphi_p ,$$

and the density changes by $\delta n=4\sum_i\varphi_i\,\delta\varphi_i$, where one factor 2 is spin and the other comes from differentiating the square. If $p$ is another occupied orbital $j$, the pair contributes $\varphi_i\varphi_jw_{ji}$ times $1/(\varepsilon_i-\varepsilon_j)+1/(\varepsilon_j-\varepsilon_i)=0$. (Degenerate occupied orbitals are first rotated among themselves so that $\delta v$ does not couple them; this leaves the density unchanged.) What remains is

$$\delta n(\mathbf r)=\int\chi_s(\mathbf r,\mathbf r')\,\delta v(\mathbf r')\,d^3r',$$

$$\chi_s(\mathbf r,\mathbf r')=4\sum_{i,a}\frac{\varphi_i(\mathbf r)\varphi_a(\mathbf r)\varphi_a(\mathbf r')\varphi_i(\mathbf r')}{\varepsilon_i-\varepsilon_a}. \tag{3}$$

This is the Kohn-Sham response when $v$ is the Kohn-Sham potential. It differs in general from the response of interacting electrons, since the potential is changed by hand and no Coulomb interaction adjusts it.

**When the response can be inverted.** A constant $\delta v$ gives no response, because $\int\varphi_a\varphi_i\,d^3r=0$. For the same reason every density change produced by (3) integrates to zero. An inverse can thus exist only between density changes of zero integral and potentials counted modulo a constant. To see that no other potential is lost, multiply (3) by $\delta v$ on both sides and integrate:

$$\iint\delta v\,\chi_s\,\delta v'\,d^3r\,d^3r'=-4\sum_{i,a}\frac{w_{ai}^2}{\varepsilon_a-\varepsilon_i}\le0. \tag{4}$$

If $\chi_s\delta v=0$, the left side vanishes, and so does every $w_{ai}$. Then $\delta v\,\varphi_i$ has no component on empty orbitals and equals $\sum_jw_{ji}\varphi_j$. Acting on the determinant, $\sum_l\delta v(\mathbf r_l)$ replaces one orbital at a time by such a combination. Terms that duplicate an orbital already present vanish, and the others return $\Phi$. So $\sum_l\delta v(\mathbf r_l)\,\Phi=\text{constant}\times\Phi$, and $\delta v$ is constant by the argument used above.

On a finite grid this makes $\chi_s$ invertible on all density changes that sum to zero, provided that the determinant has enough non-zero entries for the last step. In continuous space the inverse acts on those density changes that some $\delta v$ can produce.

**The second derivative.** Consider the straight path $n_\lambda=n+\lambda\,\delta n$ with $\int\delta n\,d^3r=0$. Let $v_\lambda$ be the potential whose gapped ground state has density $n_\lambda$. On a grid it exists and is smooth for small $\lambda$, because the linear map $\chi_s$ can be inverted; in the continuum this is an assumption about $\delta n$. Equation (2) holds at each point of the path:

$$\frac{dT_s}{d\lambda}=-\int v_\lambda\,\delta n\,d^3r,\qquad
\frac{d^2T_s}{d\lambda^2}=-\int\frac{dv_\lambda}{d\lambda}\,\delta n\,d^3r .$$

The potential must change so as to produce the prescribed density, $\delta n=\chi_s\,dv_\lambda/d\lambda$. Therefore $dv_\lambda/d\lambda=\chi_s^{-1}\delta n$ up to a constant, which integrates to zero against $\delta n$, and

$$\frac{d^2T_s}{d\lambda^2}\bigg|_{\lambda=0}=-\iint\delta n(\mathbf r)\,\chi_s^{-1}(\mathbf r,\mathbf r')\,\delta n(\mathbf r')\,d^3r\,d^3r'.$$

Both $K$ and $\chi_s^{-1}$ are symmetric, and a symmetric kernel is fixed by its quadratic form. On density changes of zero integral,

$$\boxed{\;\frac{\delta^2T_s}{\delta n(\mathbf r)\,\delta n(\mathbf r')}=-\chi_s^{-1}(\mathbf r,\mathbf r')\;} \tag{5}$$

By (4) the curvature is positive. It equals $-\int\delta n\,\delta v\,d^3r$, where $\delta v=\chi_s^{-1}\delta n$ is the potential that produces the density change. Among eigenvectors of $\chi_s$ of equal norm, the one that needs the stronger potential therefore has the larger curvature; for a general density change what counts is the overlap of the potential with $\delta n$, not the size of the potential alone.

A small case shows the sizes. Four electrons on eight grid points, spaced by 0.10 nm, have $\hbar^2/2ma^2=3.81$ eV. For a transfer of charge from point 3 to point 6 the curvature of $T_s$, found by inverting the density numerically, is 28.58 eV; minus the inverse of (3) gives the same figure. The potentials there are $-0.5$ and $0.0$ eV. If 0.01 electron is moved, (2) gives a first-order change $-(0.0+0.5)\times0.01=-0.005$ eV, and the second-order term is $\frac12\times28.58\times0.01^2=0.0014$ eV. The program tests all 28 transfers between pairs of points, which together fix the quadratic form.

**The uniform gas.** Put the gas in a large periodic box of volume $\Omega$ with a closed shell: every plane wave $e^{i\mathbf k\cdot\mathbf r}/\sqrt\Omega$ with $|\mathbf k|<k_F$ is doubly occupied. Its level is $\varepsilon_k=\hbar^2k^2/2m$. Apply $\delta v=u\cos(\mathbf q\cdot\mathbf r)$ with $\mathbf q\neq0$. Since $\cos(\mathbf q\cdot\mathbf r)=\frac12(e^{i\mathbf q\cdot\mathbf r}+e^{-i\mathbf q\cdot\mathbf r})$, the wave $\mathbf k$ is mixed with $\mathbf k\pm\mathbf q$, each with amplitude $(u/2)/(\varepsilon_k-\varepsilon_{\mathbf k\pm\mathbf q})$. The change of $|\varphi_{\mathbf k}|^2$ is twice the real part of $\varphi_{\mathbf k}^*\delta\varphi_{\mathbf k}$, namely

$$\frac{u}{\Omega}\cos(\mathbf q\cdot\mathbf r)\sum_{\pm}\frac{1}{\varepsilon_k-\varepsilon_{\mathbf k\pm\mathbf q}} .$$

Multiply by 2 for spin and sum over the Fermi sphere. The substitution $\mathbf k\to-\mathbf k$ turns the lower sign into the upper one, so $\delta n=\chi_0(q)\,\delta v$ with

$$\chi_0(q)=\frac4\Omega\sum_{k<k_F}\frac{1}{\varepsilon_k-\varepsilon_{\mathbf k+\mathbf q}} .$$

This sum includes cases in which $\mathbf k+\mathbf q$ is occupied too. They cancel in pairs: $\mathbf k'=-\mathbf k-\mathbf q$ is then also occupied, and

$$q^2+2\mathbf k'\cdot\mathbf q=-(q^2+2\mathbf k\cdot\mathbf q), \tag{6}$$

so its denominator is opposite. Pairs with zero denominator are omitted, since mixing two occupied waves does not alter the density. When the box grows and the sum becomes an integral, the same cancellation requires that a thin layer $|q^2+2\mathbf k\cdot\mathbf q|<\delta$, symmetric under (6), be cut out before $\delta\to0$. This is the principal value, marked P. With $\varepsilon_k-\varepsilon_{\mathbf k+\mathbf q}=-(\hbar^2/2m)(q^2+2\mathbf k\cdot\mathbf q)$,

$$\chi_0(q)=-\frac{8m}{\hbar^2}\,\mathrm P\!\!\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\,\frac{1}{q^2+2\mathbf k\cdot\mathbf q}.$$

Use polar coordinates about $\mathbf q$, with $\mu$ the cosine of the angle and $d^3k=2\pi k^2\,dk\,d\mu$. The angular integral is

$$\mathrm P\!\!\int_{-1}^{1}\frac{d\mu}{q^2+2kq\mu}=\frac{1}{2kq}\ln\left|\frac{q+2k}{q-2k}\right| .$$

The prefactors combine to $\frac{8m}{\hbar^2}\cdot\frac{2\pi}{8\pi^3}\cdot\frac1{2q}=\frac{m}{\pi^2\hbar^2q}$, so

$$\chi_0(q)=-\frac{m}{\pi^2\hbar^2q}\int_0^{k_F}k\,\ln\left|\frac{q+2k}{q-2k}\right|dk .$$

Put $k=k_Fx$ and $q=2k_F\eta$. The integral becomes $k_F^2\int_0^1x\,\ell(x)\,dx$ with $\ell=\ln|(\eta+x)/(\eta-x)|$ and $\ell'=2\eta/(\eta^2-x^2)$. Integrate by parts, choosing $(x^2-\eta^2)/2$ as the primitive of $x$ because it removes the singularity of $\ell$ at $x=\eta$:

$$\int_0^1x\,\ell\,dx=\left[\frac{x^2-\eta^2}{2}\,\ell\right]_0^1+\int_0^1\eta\,dx=\frac{1-\eta^2}{2}\ln\left|\frac{1+\eta}{1-\eta}\right|+\eta .$$

Division by $q=2k_F\eta$ gives the static Lindhard function,

$$\chi_0(q)=-\frac{mk_F}{\pi^2\hbar^2}F(\eta),\qquad F(\eta)=\frac12+\frac{1-\eta^2}{4\eta}\ln\left|\frac{1+\eta}{1-\eta}\right| . \tag{7}$$

A cosine potential produces a cosine density of the same wave number, so the inverse of the response is a division. By (5),

$$\boxed{\;K(q)=-\frac1{\chi_0(q)}=\frac{\pi^2\hbar^2}{mk_F}\,\frac1{F(\eta)}\;} \tag{8}$$

and the function left open by dimensions is $g=\pi^2/F$. The value at $q=0$ means the limit $q\to0$ taken after the box has become infinite: in a finite box with fixed $N$ there is no density change at $q=0$.

## Second derivation: minimizing over orbitals

The symbols are as before. Non-interacting electrons in a potential $v$ doubly occupy real orbitals $\varphi_i$, with empty orbitals $\varphi_a$ above a gap; $h$ is the one-electron Hamiltonian, $\varepsilon_p$ its levels, and $\Delta_{ai}=\varepsilon_a-\varepsilon_i>0$. $T_s[n]$ is the lowest kinetic energy of a determinant with density $n$. The response $\chi_s$, given by (3), can be inverted on density changes of zero integral. The first derivation found $K=-\chi_s^{-1}$ and, in the uniform gas with $\eta=q/2k_F$, $K(q)=K_0/F(\eta)$, where $K_0=\pi^2\hbar^2/mk_F$ and $F$ is given in (7). The same results are now obtained from the minimum that defines $T_s$, without differentiating a potential with respect to a density.

Following the potential has shown that the curvature of $T_s$ is minus the inverse of the static density response, which gives $K(q)=K_0/F(\eta)$ in the uniform gas. It remains to obtain both results by minimizing over orbitals, to examine the limits and the singular point of $K(q)$, and to compare what the two derivations assume.
